# Why floating metal fill cannot lower the capacitance between two electrodes: test program

```python
"""Floating neutral metal fill never lowers a two-terminal capacitance.

Result under test: C_fill >= C_bare / (1 - f) >= C_bare, where
  C_bare  capacitance of two electrodes in a dielectric, no other terminal,
  C_fill  the same after a region becomes an isolated neutral conductor,
  f       fraction of the original field energy stored in that region.
Also tested: C_fill - C_bare is the energy form of the potential change,
and neutrality of the fill is the minimum of energy over its potential.
Potentials live on grid nodes, permittivity in grid cells, and the outer
boundary passes no flux. Capacitances come from electrode charges.
Lengths are in nm; capacitance per length is printed in aF/um.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

UNIT = const.epsilon_0 * 1e12          # vacuum permittivity in aF/um


def average_to_nodes(cells, axis):
    widths = [(1, 1) if k == axis else (0, 0) for k in range(cells.ndim)]
    padded = np.pad(cells, widths)
    n = padded.shape[axis]
    return 0.5 * (padded.take(range(n - 1), axis)
                  + padded.take(range(1, n), axis))


def energy_matrix(eps):
    """Matrix L with phi.L.phi = integral of eps |grad phi|^2."""
    shape = tuple(n + 1 for n in eps.shape)
    index = np.arange(np.prod(shape)).reshape(shape)
    rows, cols, data = [], [], []
    for axis in range(eps.ndim):
        weight = eps
        for other in range(eps.ndim):
            if other != axis:
                weight = average_to_nodes(weight, other)
        n = shape[axis]
        a = index.take(range(n - 1), axis).ravel()
        b = index.take(range(1, n), axis).ravel()
        w = weight.ravel()
        rows += [a, b, a, b]
        cols += [b, a, a, b]
        data += [-w, -w, w, w]
    return coo_matrix((np.concatenate(data),
                       (np.concatenate(rows), np.concatenate(cols))),
                      shape=(index.size, index.size)).tocsr()


def conjugate_gradient(matrix, rhs):
    inverse_diagonal = 1 / matrix.diagonal()
    x, r = np.zeros_like(rhs), rhs.copy()
    z = inverse_diagonal * r
    p, rz = z.copy(), r @ z
    for _ in range(5000):
        mp = matrix @ p
        step = rz / (p @ mp)
        x += step * p
        r -= step * mp
        if np.linalg.norm(r) < 1e-9 * np.linalg.norm(rhs):
            return x
        z = inverse_diagonal * r
        rz_new = r @ z
        p = z + rz_new / rz * p
        rz = rz_new
    raise RuntimeError("no convergence")


def solve_field(eps, conductors):
    """Unit-potential fields and the matrix of conductor charges."""
    L = energy_matrix(eps)
    held = np.column_stack(conductors).astype(float)
    free = np.flatnonzero(held.sum(axis=1) == 0)
    L_free = L[free]
    rhs = -(L_free @ held)
    inner = L_free[:, free]
    phi = held.copy()
    if eps.ndim == 3:
        for k in range(held.shape[1]):
            phi[free, k] = conjugate_gradient(inner, rhs[:, k].copy())
    else:
        factor = splu(inner.tocsc(), permc_spec="MMD_AT_PLUS_A",
                      diag_pivot_thresh=0.0,
                      options=dict(SymmetricMode=True))
        phi[free] = factor.solve(rhs)
    return L, phi, held.T @ (L @ phi)


def float_out(charges, count):
    """Keep the first count conductors as terminals, others neutral."""
    if len(charges) == count:
        return charges, np.eye(count)
    response = np.linalg.solve(charges[count:, count:],
                               -charges[count:, :count])
    potentials = np.vstack([np.eye(count), response])
    return (charges @ potentials)[:count], potentials


def block(cells_shape, h, ranges, nodes=True):
    extra = 1 if nodes else 0
    mask = np.zeros([n + extra for n in cells_shape], dtype=bool)
    mask[tuple(slice(lo // h, hi // h + extra) for lo, hi in ranges)] = True
    return mask.ravel() if nodes else mask


def capacitance(eps, conductors):
    return float_out(solve_field(eps, conductors)[2], 2)[0][0, 0]


# ---- Worked example: two lines and one fill line, all long ----
k_diel, width, thick, gap = 2.7, 100, 180, 520
fill_width, clearance, margin0 = 180, 100, 600


def line_pair(h, margin=margin0, cap=False):
    shape = ((2 * width + gap + 2 * margin) // h, (thick + 2 * margin) // h)
    eps = np.full(shape, k_diel)
    if cap:
        top = (margin + thick) // h
        eps[:, top:top + 20 // h] = 5.0
    y = (margin, margin + thick)
    x2 = margin + width + gap
    xf = margin + width + clearance
    wires = [block(shape, h, [(margin, margin + width), y]),
             block(shape, h, [(x2, x2 + width), y])]
    return eps, wires, [(xf, xf + fill_width), y]


h = 10
eps, wires, fill_box = line_pair(h)
fill = block(eps.shape, h, fill_box)
fill_cells = block(eps.shape, h, fill_box, nodes=False)
L, phi_bare, charge_bare = solve_field(eps, wires)
_, phi_unit, charge_unit = solve_field(eps, wires + [fill])
C_bare = charge_bare[0, 0]
terminal, potentials = float_out(charge_unit, 2)
C_fill, u_fill = terminal[0, 0], potentials[2, 0]
phi0, phi1 = phi_bare[:, 0], phi_unit @ potentials[:, 0]
assert abs(phi0 @ (L @ phi0) / C_bare - 1) < 1e-8
assert abs(terminal[0, 0] + terminal[1, 0]) < 1e-8

# Energy scanned over the fill potential, without using neutrality
trial_u = np.array([0.0, 0.5, 1.0])
trial_E = []
for u in trial_u:
    field = phi_unit @ np.array([1.0, 0.0, u])
    trial_E.append(field @ (L @ field))
curve = np.polyfit(trial_u, trial_E, 2)
u_min = -curve[1] / (2 * curve[0])
E_min = np.polyval(curve, u_min)
assert abs(u_min - u_fill) < 1e-7 and abs(E_min / C_fill - 1) < 1e-7

# Increase as the energy form of the potential change, and the bound
change = phi1 - phi0
increase = change @ (L @ change)
L_region = energy_matrix(eps * fill_cells)
f = phi0 @ (L_region @ phi0) / C_bare
inside = change @ (L_region @ change)
assert abs(increase - (C_fill - C_bare)) < 1e-8
assert abs(inside - f * C_bare) < 1e-8
assert C_fill >= C_bare / (1 - f) > C_bare

# Contrasts: fill tied to line 1, and an air void of the same shape
Q_tied = (charge_unit @ np.array([1.0, 0.0, 1.0]))[0]
C_void = capacitance(np.where(fill_cells, 1.0, eps), wires)
assert Q_tied < C_bare and C_void < C_bare

print("EXAMPLE (capacitances in aF/um, 1 V on line 1)")
print(f"relative permittivity {k_diel}, grid step {h} nm")
print(f"line {width} x {thick} nm, gap {gap} nm")
print(f"fill {fill_width} x {thick} nm, {clearance} nm from line 1")
print(f"outer box margin {margin0} nm")
print(f"C without fill            {C_bare * UNIT:.3f}")
print(f"C with floating fill      {C_fill * UNIT:.3f}")
print(f"increase                  {100 * (C_fill / C_bare - 1):.2f} %")
print(f"energy fraction f         {f:.4f}")
print(f"lower bound C/(1-f)       {C_bare / (1 - f) * UNIT:.3f}")
print(f"increase, part inside     {inside * UNIT:.3f}")
print(f"increase, part outside    {(increase - inside) * UNIT:.3f}")
print(f"fill potential, neutral   {u_fill:.4f} V")
print(f"fill potential, min energy {u_min:.4f} V")
for u, E in zip(trial_u, trial_E):
    print(f"2W/V^2, fill held at {u:.1f} V  {E * UNIT:.3f}")
print(f"Q1/V, fill tied to line 1 {Q_tied * UNIT:.3f}")
print(f"C with air void instead   {C_void * UNIT:.3f}")

# ---- A grounded plane as third terminal, fill close to the plane ----
shape = (eps.shape[0], 98)
eps_p = np.full(shape, k_diel)
x1, x2 = margin0, margin0 + width + gap
plane_set = [block(shape, h, [(x1, x1 + width), (200, 380)]),
             block(shape, h, [(x2, x2 + width), (200, 380)]),
             block(shape, h, [(0, shape[0] * h), (0, 0)])]
low_fill = block(shape, h, [(870, 1050), (20, 100)])
L_p, field_a, M_a = solve_field(eps_p, plane_set)
_, field_b, M_b = solve_field(eps_p, plane_set + [low_fill])
M_new, pots = float_out(M_b, 3)
delta_M = (M_new - M_a)[:2, :2]
delta_field = (field_b @ pots - field_a)[:, :2]
assert np.allclose(delta_M, delta_field.T @ (L_p @ delta_field), atol=1e-8)
assert np.linalg.eigvalsh(delta_M).min() > -1e-9
coupling_a, coupling_b = -M_a[0, 1], -M_new[0, 1]
assert coupling_b < coupling_a and delta_M[0, 0] > 0
free_a = float_out(M_a, 2)[0][0, 0]
free_b = float_out(M_b, 2)[0][0, 0]
assert free_b > free_a
print("PLANE 200 nm below lines; fill 180 x 80 nm, 20 nm above plane")
print(f"coupling, plane grounded  {coupling_a * UNIT:.4f}"
      f" -> {coupling_b * UNIT:.4f}")
print(f"line 1 total, grounded    {M_a[0, 0] * UNIT:.4f}"
      f" -> {M_new[0, 0] * UNIT:.4f}")
print(f"two-terminal, plane floats {free_a * UNIT:.4f}"
      f" -> {free_b * UNIT:.4f}")

# ---- Parallel plates: slab and ideally thin sheets ----
ones = np.ones((20, 10))
plates = [block(ones.shape, 1, [(0, 0), (0, 10)]),
          block(ones.shape, 1, [(20, 20), (0, 10)])]
C_plate = capacitance(ones, plates)
ratios = [capacitance(ones, plates + [block(ones.shape, 1, r)]) / C_plate
          for r in ([(6, 11), (0, 10)], [(7, 7), (2, 8)], [(6, 11), (5, 5)])]
assert abs(ratios[0] - 1 / (1 - 5 / 20)) < 1e-9
assert abs(ratios[1] - 1) < 1e-9 and ratios[2] > 1.001
print("PLATES (C with fill / C without)")
print(f"slab over 1/4 of the gap  {ratios[0]:.4f}")
print(f"thin sheet, equipotential {ratios[1]:.4f}")
print(f"thin sheet along field    {ratios[2]:.4f}")


# ---- Round cylinder in a unit square cell, by a mesh-free series ----
def cylinder_ratio(fraction):
    radius = np.sqrt(fraction / np.pi)
    n = np.arange(1, 60, 2)
    t, w = np.polynomial.legendre.leggauss(80)
    s, w = (t + 1) / 4, w / 4
    right, top = (0.5 + 1j * s)[:, None], (s + 0.5j)[:, None]
    scale = 0.7 ** n

    def potential(z):
        return (z ** n - radius ** (2.0 * n) / z ** n) / scale

    def slope(z):
        return n * (z ** (n - 1) + radius ** (2.0 * n) / z ** (n + 1)) / scale

    system = np.vstack([potential(right).real, -slope(top).imag])
    target = np.concatenate([np.full(len(s), 0.5), np.zeros(len(s))])
    coeff = np.linalg.lstsq(system, target, rcond=None)[0]
    assert np.abs(system @ coeff - target).max() < 1e-5
    return 2 * w @ (slope(right).real @ coeff)


print("ROUND CYLINDER between plates")
for fraction in (0.1, 0.01, 0.001):
    ratio = cylinder_ratio(fraction)
    assert ratio > 1 / (1 - fraction)
    print(f"f = {fraction}: (C'/C - 1)/f = {(ratio - 1) / fraction:.4f}")
assert abs((ratio - 1) / fraction - 2) < 0.01

# ---- Random nonuniform dielectrics, one and then two fill shapes ----
rng = np.random.default_rng(4)
small = (24, 20)
pair = [block(small, 1, [(3, 5), (6, 12)]),
        block(small, 1, [(18, 20), (6, 12)])]
bound_ratio, second_ratio = [], []
for _ in range(100):
    eps_r = rng.uniform(1, 8, small)
    boxes = []
    for start in (7, 13):
        y_low = int(rng.integers(0, 10))
        boxes.append([(start + int(rng.integers(0, 2)),
                       start + int(rng.integers(2, 4))),
                      (y_low, y_low + int(rng.integers(1, 10)))])
    fills = [block(small, 1, b) for b in boxes]
    _, phi_r, M_r = solve_field(eps_r, pair)
    region = energy_matrix(eps_r * block(small, 1, boxes[0], nodes=False))
    f_r = phi_r[:, 0] @ (region @ phi_r[:, 0]) / M_r[0, 0]
    C_one = capacitance(eps_r, pair + fills[:1])
    C_two = capacitance(eps_r, pair + fills)
    bound_ratio.append(C_one * (1 - f_r) / M_r[0, 0])
    second_ratio.append(C_two / C_one)
assert min(bound_ratio) > 1 - 1e-9 and min(second_ratio) > 1 - 1e-9
print(f"RANDOM dielectrics, {len(bound_ratio)} cases")
print(f"smallest C'(1-f)/C        {min(bound_ratio):.5f}")
print(f"smallest C(2 fills)/C(1)  {min(second_ratio):.5f}")

# ---- Size of what the example leaves out ----
print("NEGLECTED EFFECTS (C without, C with fill, increase)")


def report(label, bare, filled):
    assert filled > bare
    print(f"{label:25s} {bare * UNIT:.3f} {filled * UNIT:.3f}"
          f" {100 * (filled / bare - 1):.2f} %")


results = {}
for label, step, options in (
        ("grid step 5 nm", 5, {}),
        ("grid step 20 nm", 20, {}),
        ("20 nm, margin 1200 nm", 20, dict(margin=1200)),
        ("20 nm, cap k=5, 20 nm", 20, dict(cap=True))):
    e, pair_w, box_f = line_pair(step, **options)
    results[label] = (capacitance(e, pair_w),
                      capacitance(e, pair_w + [block(e.shape, step, box_f)]))
    report(label, *results[label])

# Fill cut into 200 nm pieces with 200 nm spaces; half a period is solved
e, _, box_f = line_pair(20)
nz = 10
e3 = np.repeat(e[:, :, None], nz, axis=2)
z_all, y_w = (0, 200), (margin0, margin0 + thick)
set3 = [block(e3.shape, 20, [(x, x + width), y_w, z_all]) for x in (x1, x2)]
set3.append(block(e3.shape, 20, box_f + [(0, 100)]))
C_pieces = capacitance(e3, set3) / nz
bare20, full20 = results["grid step 20 nm"]
assert bare20 < C_pieces < full20
report("20 nm, 200 nm pieces", bare20, C_pieces)

n_e = 8.5e28                            # rough electron density of copper
fermi = const.hbar**2 * (3 * np.pi**2 * n_e)**(2 / 3) / (2 * const.m_e)
screening = np.sqrt(2 * const.epsilon_0 * fermi / (3 * n_e * const.e**2))
C_self = charge_unit[2, 2] * const.epsilon_0 * 200e-9
leak_time = k_diel * const.epsilon_0 * 1e13
wavelength = const.c / np.sqrt(k_diel) / 10e9
print(f"metal screening length    {screening * 1e9:.4f} nm")
print(f"same as dielectric layer  {k_diel * screening * 1e9:.3f} nm")
print(f"one electron, 200 nm fill {const.e / C_self * 1e3:.2f} mV")
print(f"leakage time, 1e15 ohm cm {leak_time:.0f} s")
print(f"mean field, line 1 - fill {(1 - u_fill) / clearance * 10:.4f} MV/cm")
far_side = gap - clearance - fill_width
print(f"mean field, fill - line 2 {u_fill / far_side * 10:.4f} MV/cm")
print(f"wavelength at 10 GHz      {wavelength * 1e3:.1f} mm")
print("PASS")
```

Running it gives:

```
EXAMPLE (capacitances in aF/um, 1 V on line 1)
relative permittivity 2.7, grid step 10 nm
line 100 x 180 nm, gap 520 nm
fill 180 x 180 nm, 100 nm from line 1
outer box margin 600 nm
C without fill            32.512
C with floating fill      37.931
increase                  16.67 %
energy fraction f         0.0675
lower bound C/(1-f)       34.866
increase, part inside     2.195
increase, part outside    3.224
fill potential, neutral   0.6493 V
fill potential, min energy 0.6493 V
2W/V^2, fill held at 0.0 V  89.917
2W/V^2, fill held at 0.5 V  40.679
2W/V^2, fill held at 1.0 V  53.098
Q1/V, fill tied to line 1 9.851
C with air void instead   30.558
PLANE 200 nm below lines; fill 180 x 80 nm, 20 nm above plane
coupling, plane grounded  14.1066 -> 13.0708
line 1 total, grounded    75.2057 -> 77.0539
two-terminal, plane floats 44.6561 -> 45.0624
PLATES (C with fill / C without)
slab over 1/4 of the gap  1.3333
thin sheet, equipotential 1.0000
thin sheet along field    1.1270
ROUND CYLINDER between plates
f = 0.1: (C'/C - 1)/f = 2.2223
f = 0.01: (C'/C - 1)/f = 2.0202
f = 0.001: (C'/C - 1)/f = 2.0020
RANDOM dielectrics, 100 cases
smallest C'(1-f)/C        1.00166
smallest C(2 fills)/C(1)  1.00666
NEGLECTED EFFECTS (C without, C with fill, increase)
grid step 5 nm            32.451 37.819 16.54 %
grid step 20 nm           32.667 38.214 16.98 %
20 nm, margin 1200 nm     35.896 41.316 15.10 %
20 nm, cap k=5, 20 nm     33.909 39.921 17.73 %
20 nm, 200 nm pieces      32.667 36.773 12.57 %
metal screening length    0.0553 nm
same as dielectric layer  0.149 nm
one electron, 200 nm fill 6.50 mV
leakage time, 1e15 ohm cm 239 s
mean field, line 1 - fill 0.0351 MV/cm
mean field, fill - line 2 0.0271 MV/cm
wavelength at 10 GHz      18.2 mm
PASS
```
